# Low-Temperature Coulomb Drag Between Strongly Screened Electron Layers: verification in Python

```python
# Coulomb drag between two parallel two-dimensional electron gases.
# Result under test (low temperature, strong screening, clean layers):
#   rho_D = (hbar/e^2) pi^2 zeta(3)/(4 g^2) (kT)^2/(E1 E2)
#           / (k1 k2 kappa^2 d^4)
# g: spin times valley degeneracy; k1, k2: Fermi wavevectors; E1, E2: Fermi
# energies; kappa: screening wavevector; d: distance between layer centres.
# Internal units: nm, meV, K. Resistivities are in ohm (per square).
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import zeta, expit, logit

MEV, NM = 1e-3 * sc.e, 1e-9
MASS, EPS_R, DEG = 0.19, 12.0, 4
C = sc.hbar**2 / (2 * MASS * sc.m_e) / MEV / NM**2      # energy = C k^2
VC = sc.e**2 / (2 * EPS_R * sc.epsilon_0) / MEV / NM    # V(q) = VC / q
DOS = DEG / (4 * np.pi * C)
KAPPA = VC * DOS
KB = sc.k / MEV
HQ = sc.hbar / sc.e**2


def nodes(a, b, n):
    x, w = leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def density(kf):
    return DEG * kf**2 / (4 * np.pi)


def response(q, w, kf, T):
    """Density response (positive when static) at wavevector q, energy w."""
    ef = C * kf**2
    t = KB * T / ef
    mu = 1 + t * np.log1p(-np.exp(-1 / t))
    Q, W = np.broadcast_arrays(q / kf, w / ef)
    shape = Q.shape
    Q, W = Q.ravel(), W.ravel()
    lo, hi = W / (2 * Q) - Q / 2, W / (2 * Q) + Q / 2
    # imaginary part: Fermi occupations integrated over transverse momentum
    h = min(0.5 * t, 0.02)
    kp = np.arange(0, np.sqrt(1 + 40 * t) + h, h)
    wt = np.full(kp.size, 2 * h)
    wt[0] = h
    im = np.empty(Q.size)
    step = max(1, 1000000 // kp.size)
    for i in range(0, Q.size, step):
        s = slice(i, i + step)
        fa = expit((mu - lo[s, None]**2 - kp**2) / t)
        fb = expit((mu - hi[s, None]**2 - kp**2) / t)
        im[s] = (fa - fb) @ wt / (2 * Q[s])
    # real part: zero-temperature form averaged over the thermal Fermi edge
    re = np.zeros(Q.size)
    levels = np.maximum(mu + t * logit((np.arange(40) + 0.5) / 40), 0)
    for e in levels:
        re += (np.sign(lo) * np.sqrt(np.maximum(lo**2 - e, 0))
               - np.sign(hi) * np.sqrt(np.maximum(hi**2 - e, 0)))
    re = 1 + re / (levels.size * Q)
    return (DOS * (re + 1j * im)).reshape(shape)


def drag(kf1, kf2, d, T, form=None, nq=64, nw=32):
    """Drag resistivity with thermal response and dynamic screening."""
    q, wq = nodes(0, 12 / d, nq)
    x, wx = nodes(0, 14, nw)
    w = 2 * KB * T * x
    c1 = response(q[:, None], w[None, :], kf1, T)
    c2 = c1 if kf1 == kf2 else response(q[:, None], w[None, :], kf2, T)
    intra, inter = (1.0, 1.0) if form is None else form(q)
    v = (VC / q * intra)[:, None]
    v12 = (VC / q * np.exp(-q * d) * inter)[:, None]
    u = v12 / ((1 + v * c1) * (1 + v * c2) - v12**2 * c1 * c2)
    g = np.abs(u)**2 * c1.imag * c2.imag / np.sinh(x)**2
    total = (wq * q**3) @ g @ (wx * 2 * KB * T)
    return HQ * total / (8 * np.pi**2 * KB * T * density(kf1) * density(kf2))


def closed_law(kf1, kf2, d, T):
    return (HQ * np.pi**2 * zeta(3) / (4 * DEG**2) * (KB * T)**2
            / (C * kf1**2 * C * kf2**2) / (kf1 * kf2 * KAPPA**2 * d**4))


def drag_from_noise(kf1, kf2, d, T, hv):
    """Force on layer 2 from correlated density noise; hv = hbar * drift."""
    q, wq = nodes(0, 12 / d, 64)
    w, ww = nodes(-28 * KB * T, 28 * KB * T, 80)
    th = (np.arange(8) + 0.5) * 2 * np.pi / 8
    Q, TH, W = np.meshgrid(q, th, w, indexing="ij")
    W1 = W - hv * Q * np.cos(TH)
    c1, c2 = response(Q, W1, kf1, T), response(Q, W, kf2, T)
    s1 = c1.imag / np.tanh(W1 / (2 * KB * T))
    s2 = c2.imag / np.tanh(W / (2 * KB * T))
    v, v12 = VC / Q, VC / Q * np.exp(-Q * d)
    a = np.empty(Q.shape + (2, 2), complex)
    a[..., 0, 0], a[..., 0, 1] = 1 + c1 * v, c1 * v12
    a[..., 1, 0], a[..., 1, 1] = c2 * v12, 1 + c2 * v
    m = np.linalg.inv(a)
    corr = (m[..., 0, 0] * m[..., 1, 0].conj() * s1
            + m[..., 0, 1] * m[..., 1, 1].conj() * s2)
    g = Q**2 * np.cos(TH) * v12 * corr.imag
    force = np.einsum("i,ijk,k->", wq, g, ww) * (2 * np.pi / 8) / (2 * np.pi)**3
    return HQ * force / (density(kf1) * density(kf2) * hv)


def static_ratio(kd):
    """Static-screening drag over the strong-screening law, equal layers."""
    f = lambda x: 4 * x**3 * np.exp(-2 * x) / ((1 + x / kd)**2
                                                - np.exp(-2 * x))**2
    return quad(f, 0, 40, epsabs=1e-12, epsrel=1e-11, limit=300)[0] / (1.5 * zeta(3))


# Example parameters: rough regime of a Si/SiGe electron bilayer
N_CM, D, T0, WELL = 4e11, 30.0, 1.0, 10.0
MOBILITY, BARRIER, MASS_Z = 2e5, 0.15, 0.92
XI, RHO_M, SOUND, PH_PATH = 9.0, 2330.0, 9000.0, 1e5
KF = np.sqrt(4 * np.pi * N_CM * 1e-14 / DEG)
EF = C * KF**2

# Test: the thermal and wavevector integrals
I2 = quad(lambda x: x**2 / np.sinh(x)**2, 0, 40)[0]
I3 = quad(lambda x: x**3 / np.sinh(x)**2, 0, 40)[0]
I4 = quad(lambda x: x**4 / np.sinh(x)**2, 0, 40)[0]
assert abs(I2 - np.pi**2 / 6) < 1e-8
assert abs(I3 - 1.5 * zeta(3)) < 1e-8
assert abs(I4 - np.pi**4 / 30) < 1e-8

# Test: first correction for finite screening
COEF = (3 * zeta(3) + np.pi**4 / 30) / (1.5 * zeta(3))
coef_num = (1 - static_ratio(1e4)) * 1e4 / 2
assert abs(coef_num / COEF - 1) < 0.01

# Test: real and imaginary response obey the dispersion relation
wk, wwk = nodes(0, 3 * EF, 400)
im_k = response(np.array(0.5 * KF), wk, KF, T0).imag
for w0 in (0.0, 6 * EF):
    kk = 2 / np.pi * np.sum(wwk * wk * im_k / (wk**2 - w0**2))
    direct = response(np.array([0.5 * KF]), np.array([w0]), KF, T0).real[0]
    assert abs(kk / direct - 1) < 0.01

# Test: noise of independent electrons, from occupations in polar momentum
tt, qq = KB * T0 / EF, 0.5
mu0 = 1 + tt * np.log1p(-np.exp(-1 / tt))
for ratio in (0.7, 3.0):
    ww0 = ratio * tt
    kmin = abs(ww0 - qq**2) / (2 * qq)

    def occupation(k):
        f0 = expit((mu0 - k * k) / tt)
        f1 = expit((mu0 - k * k - ww0) / tt)
        return k * (f0 * (1 - f1) + f1 * (1 - f0)) / np.sqrt(k + kmin) / qq
    noise = quad(occupation, kmin, 1.0, weight="alg", wvar=(-0.5, 0),
                 limit=300)[0]
    noise += quad(lambda k: occupation(k) / np.sqrt(k - kmin), 1.0, 2.0,
                  limit=300)[0]
    chi = response(np.array([qq * KF]), np.array([ww0 * EF]), KF, T0).imag[0]
    assert abs(noise / (chi / DOS / np.tanh(ratio / 2)) - 1) < 1e-3

# Test: absorption of slow waves is linear in frequency
slow = response(np.array([0.2 * KF]), np.array([0.01]), KF, 0.1).imag[0]
assert abs(slow / (DOS * 0.01 / (2 * C * KF * 0.2 * KF)) - 1) < 0.015

# Test: force from noise at finite drift against the linear drag integral
KF_B = np.sqrt(0.75) * KF
rho_noise = drag_from_noise(KF, KF_B, D, T0, 0.05)
rho_linear = drag(KF, KF_B, D, T0)
assert abs(rho_noise / rho_linear - 1) < 0.01

# Test: full integral reaches the closed law and its exponents in the limit
DL, TL = 400.0, 0.02
far = drag(KF, KF, DL, TL)
far_ratio = far / closed_law(KF, KF, DL, TL)
assert abs(far_ratio / (1 - 2 * COEF / (KAPPA * DL)) - 1) < 0.01
exp_T = np.log2(drag(KF, KF, DL, 2 * TL) / far)
exp_d = np.log2(drag(KF, KF, 2 * DL, TL) / far)
exp_n = np.log2(drag(KF, np.sqrt(2) * KF, DL, TL) / far)
assert abs(exp_T - 2) < 0.03
assert abs(exp_d + 4) < 0.03
assert abs(exp_n + 1.5) < 0.03

# Example values and grid convergence
law = closed_law(KF, KF, D, T0)
full = drag(KF, KF, D, T0)
fine = drag(KF, KF, D, T0, nq=110, nw=50)
assert abs(fine / full - 1) < 0.01
full2, full4 = drag(KF, KF, D, 2 * T0), drag(KF, KF, D, 4 * T0)
full_2d = drag(KF, KF, 2 * D, T0)


def thick(q):
    z = (np.arange(80) + 0.5) / 80 * WELL - WELL / 2
    p = 2 * np.cos(np.pi * z / WELL)**2 / 80
    dist = np.abs(z[:, None] - z[None, :])
    intra = np.array([p @ np.exp(-k * dist) @ p for k in q])
    inter = np.array([(p @ np.cosh(k * z))**2 for k in q])
    return intra, inter


def hubbard(q):
    return 1 - q / np.sqrt(q**2 + KF**2) / DEG, np.ones_like(q)


rho_thick = drag(KF, KF, D, T0, thick)
rho_hub = drag(KF, KF, D, T0, hubbard)

# Phonon exchange: layer-to-layer propagator, checked by Fourier quadrature
four = quad(lambda k: 1 / (k * k + 0.05**2), 0, np.inf, weight="cos",
            wvar=D)[0] / np.pi
assert abs(four / (np.exp(-0.05 * D) / 0.1) - 1) < 1e-4


def phonon_drag(d, T):
    hs = sc.hbar * SOUND / MEV / NM
    strength = (XI * sc.e)**2 / (RHO_M * SOUND**2) / MEV / NM**3
    total = 0.0
    for q, wq in zip(*nodes(0, 2.6 * KF, 60)):
        y, wy = nodes(0, 16, 60)
        top = np.log(30 * KB * T / hs / q)
        z, wz = nodes(-16, top, 80)
        p = np.concatenate([q * (1 - np.exp(-y)), q * (1 + np.exp(z))])
        wp = np.concatenate([wy * q * np.exp(-y), wz * q * np.exp(z)])
        alpha = np.sqrt(q**2 - (p + 0.5j / PH_PATH)**2)
        ex = strength * p**2 * np.exp(-alpha * d) / (2 * alpha)
        c = response(np.full(p.size, q), hs * p, KF, T)
        v, v12 = VC / q, VC / q * np.exp(-q * d)
        u = ex / ((1 + v * c)**2 - (v12 * c)**2)
        g = np.abs(u)**2 * c.imag**2 / np.sinh(hs * p / (2 * KB * T))**2
        total += wq * q**3 * np.sum(wp * hs * g)
    return HQ * total / (8 * np.pi**2 * KB * T * density(KF)**2)


rho_ph, rho_ph4 = phonon_drag(D, T0), phonon_drag(D, 4 * T0)
n_si = N_CM * 1e4
mu_drag = 1e4 / (n_si * sc.e * full)
path = sc.hbar * KF / NM * MOBILITY * 1e-4 / sc.e / NM
bohr = DEG / KAPPA
decay = np.sqrt(2 * MASS_Z * sc.m_e * BARRIER * sc.e) / sc.hbar * NM
log_tun = -2 * decay * (D - WELL) / np.log(10)

print(f"in-plane mass: {MASS} m_e; degeneracy g: {DEG}; permittivity: {EPS_R}")
print(f"density per layer: {N_CM:.1e} cm^-2")
print(f"centre distance d: {D:.0f} nm; well width: {WELL:.0f} nm")
print(f"temperature: {T0:.1f} K; kT: {KB*T0:.4f} meV")
print(f"Fermi wavevector: {KF:.4f} nm^-1")
print(f"Fermi energy: {EF:.3f} meV; Fermi temperature: {EF/KB:.1f} K")
print(f"screening wavevector kappa: {KAPPA:.3f} nm^-1")
print(f"kF d: {KF*D:.2f}; kappa d: {KAPPA*D:.1f}")
print(f"kT/EF: {KB*T0/EF:.4f}; kT d/(hbar vF): {KB*T0*D/(2*C*KF):.4f}")
print(f"hbar/e^2: {HQ:.1f} ohm")
print(f"integral x^2/sinh^2: {I2:.5f}; x^3/sinh^2: {I3:.5f}")
print(f"integral x^4/sinh^2: {I4:.5f}; mean q d: {I4/I3:.3f}")
print(f"screening coefficient, formula: {COEF:.3f}; numeric: {coef_num:.3f}")
print(f"noise-force drag, unequal layers: {rho_noise*1e6:.3f} micro-ohm")
print(f"linear-integral drag, same layers: {rho_linear*1e6:.3f} micro-ohm")
print(f"limit test: d {DL:.0f} nm, T {TL} K, kappa d {KAPPA*DL:.0f}")
print(f"limit test, full/closed law: {far_ratio:.4f}")
print(f"limit test, with first correction: {1-2*COEF/(KAPPA*DL):.4f}")
print(f"limit exponents T, d, n2: {exp_T:.3f}, {exp_d:.3f}, {exp_n:.3f}")
print(f"closed law, example: {law*1e6:.2f} micro-ohm per square")
print(f"full random-phase drag: {full*1e6:.2f} micro-ohm per square")
print(f"full/closed at 1 K: {full/law:.3f}")
print(f"static finite-screening factor: {static_ratio(KAPPA*D):.3f}")
print(f"first-order screening factor: {1-2*COEF/(KAPPA*D):.3f}")
print(f"full drag at 2 K: {full2*1e6:.2f} micro-ohm; "
      f"full/closed: {full2/law/4:.3f}")
print(f"full drag at 4 K: {full4*1e6:.2f} micro-ohm; "
      f"full/closed: {full4/law/16:.3f}")
print(f"local T exponent, 1 to 2 K: {np.log2(full2/full):.3f}")
print(f"local d exponent, 30 to 60 nm: {np.log2(full_2d/full):.3f}")
print(f"drag-limited mobility: {mu_drag:.2e} cm2/Vs")
print(f"assumed channel mobility: {MOBILITY:.1e} cm2/Vs")
print(f"mean free path: {path:.0f} nm; path/d: {path/D:.0f}")
print(f"finite well width, drag factor: {rho_thick/full:.3f}")
print(f"Hubbard local field, drag factor: {rho_hub/full:.3f}")
print(f"effective Bohr radius: {bohr:.2f} nm; "
      f"r_s: {1/np.sqrt(np.pi*N_CM*1e-14)/bohr:.2f}")
print(f"phonon inputs: {XI} eV, {RHO_M:.0f} kg/m3, {SOUND:.0f} m/s, "
      f"path {PH_PATH:.0e} nm")
print(f"phonon-exchange drag at 1 K: {rho_ph*1e6:.3g} micro-ohm; "
      f"over Coulomb: {rho_ph/full:.3g}")
print(f"phonon-exchange drag at 4 K: {rho_ph4*1e6:.3g} micro-ohm; "
      f"over Coulomb: {rho_ph4/full4:.3g}")
print(f"barrier: {BARRIER} eV, {D-WELL:.0f} nm, mass {MASS_Z} m_e")
print(f"log10 of tunnelling factor: {log_tun:.1f}")
print("checks complete")
```

Running it gives:

```
in-plane mass: 0.19 m_e; degeneracy g: 4; permittivity: 12.0
density per layer: 4.0e+11 cm^-2
centre distance d: 30 nm; well width: 10 nm
temperature: 1.0 K; kT: 0.0862 meV
Fermi wavevector: 0.1121 nm^-1
Fermi energy: 2.520 meV; Fermi temperature: 29.2 K
screening wavevector kappa: 1.197 nm^-1
kF d: 3.36; kappa d: 35.9
kT/EF: 0.0342; kT d/(hbar vF): 0.0575
hbar/e^2: 4108.2 ohm
integral x^2/sinh^2: 1.64493; x^3/sinh^2: 1.80309
integral x^4/sinh^2: 3.24697; mean q d: 1.801
screening coefficient, formula: 3.801; numeric: 3.799
noise-force drag, unequal layers: 85.793 micro-ohm
linear-integral drag, same layers: 85.797 micro-ohm
limit test: d 400 nm, T 0.02 K, kappa d 479
limit test, full/closed law: 0.9812
limit test, with first correction: 0.9841
limit exponents T, d, n2: 1.988, -4.001, -1.499
closed law, example: 61.08 micro-ohm per square
full random-phase drag: 54.55 micro-ohm per square
full/closed at 1 K: 0.893
static finite-screening factor: 0.819
first-order screening factor: 0.788
full drag at 2 K: 209.10 micro-ohm; full/closed: 0.856
full drag at 4 K: 808.61 micro-ohm; full/closed: 0.827
local T exponent, 1 to 2 K: 1.939
local d exponent, 30 to 60 nm: -4.082
drag-limited mobility: 2.86e+11 cm2/Vs
assumed channel mobility: 2.0e+05 cm2/Vs
mean free path: 1476 nm; path/d: 49
finite well width, drag factor: 1.770
Hubbard local field, drag factor: 1.639
effective Bohr radius: 3.34 nm; r_s: 2.67
phonon inputs: 9.0 eV, 2330 kg/m3, 9000 m/s, path 1e+05 nm
phonon-exchange drag at 1 K: 0.00578 micro-ohm; over Coulomb: 0.000106
phonon-exchange drag at 4 K: 69.8 micro-ohm; over Coulomb: 0.0863
barrier: 0.15 eV, 20 nm, mass 0.92 m_e
log10 of tunnelling factor: -33.1
checks complete
```
